# Edge-Region Correction to the Deep-Level Transient Amplitude

## A missing third of the traps

A model diode contains \(1.00\times10^{13}\) traps per cm³. Its capacitance transient is computed from Poisson's equation, with mobile electrons and trap occupations included. If the amplitude is then read as though, in the steady state at each bias, every trap in the depletion layer were empty, the inferred density is \(6.8\times10^{12}\) cm⁻³. Nearly a third of the traps seem to be missing.

The number of traps that empty is in fact almost what the simple reading assumes. They lie closer to the contact than it assumes, and charge near the contact has less effect on the depletion width. The displacement comes from a layer at the depletion edge in which the traps stay filled.

## Charge and sign conventions

A metal contact lies at \(x=0\) on an n-type layer occupying \(x>0\). The trap density \(N_t\) is uniform and \(f(x)\) is the filled fraction. Let \(N\) be the net ionised density when all traps are filled, also uniform, with \(N_t\ll N\).

A donor-like trap is neutral when filled and positive when empty. An acceptor-like trap is negative when filled and neutral when empty; its filled charge is already counted in \(N\). In both cases emptying a trap adds one positive charge, so the charge density is

\[
\rho=q\,[N-n+N_t(1-f)],\qquad q>0 .
\]

Let \(\psi(x)\) be the electron's potential energy relative to the neutral bulk. It is positive in the depletion layer and has the value \(\psi_s\) at the contact. The electrostatic potential is \(-\psi/q\), so Poisson's equation reads

\[
\psi''=\frac{q^2}{\varepsilon}\,[N-n+N_t(1-f)] .
\]

The electrons are nondegenerate, and their quasi-Fermi level is flat from the bulk through the edge region. Hence \(n=N e^{-\psi/kT}\). Closer to the contact under reverse bias this need not hold, but there it is enough that capture is much slower than emission.

The trap energy enters through \(\Delta=E_F-E_t\), measured in the neutral bulk, with the degeneracy of the trap states absorbed in \(E_t\). We take \(\Delta\gg kT\), so that bulk traps are filled, and neglect exchange of holes.

## Which traps remain filled

With capture coefficient \(c\) and emission rate \(e\),

\[
\frac{df}{dt}=c\,n(1-f)-e f .
\]

In bulk equilibrium \(n=N\) and \((1-f)/f=e^{-\Delta/kT}\). Setting the two rates equal gives \(e=cN e^{-\Delta/kT}\). We use the same \(e\) throughout the depletion layer, which neglects its dependence on field. The steady occupation is then

\[
f=\frac{cn}{cn+e}=\frac{1}{1+e^{(\psi-\Delta)/kT}} .
\]

The traps are half filled where \(\psi=\Delta\), that is, where the trap level crosses the Fermi level. Farther into the bulk the level lies below the Fermi level. Traps there do emit, but the tail of mobile electrons refills them faster than they empty. "Remain filled" thus describes a balance of rates.

## Where the crossing lies

To lowest order in \(N_t\) we drop the trap charge:

\[
\psi''=\frac{q^2N}{\varepsilon}\left(1-e^{-\psi/kT}\right).
\]

Multiply by \(\psi'\) and integrate from the bulk, where \(\psi=\psi'=0\):

\[
\tfrac12(\psi')^2=\frac{q^2N}{\varepsilon}
\left[\psi-kT+kT e^{-\psi/kT}\right].
\]

Where \(\psi\gg kT\) the exponential is negligible. Since \(\psi\) falls with \(x\), we take the negative root, and

\[
\frac{d}{dx}\sqrt{\psi-kT}=\frac{\psi'}{2\sqrt{\psi-kT}}
=-\sqrt{\frac{q^2N}{2\varepsilon}} .
\]

Integrating, with \(W\) as the constant of integration,

\[
\psi=kT+\frac{q^2N}{2\varepsilon}(W-x)^2 .
\]

Setting \(x=0\) gives \(W\), and setting \(\psi=\Delta\) gives the distance \(\lambda=W-x\) from the depletion edge to the crossing:

\[
W=\sqrt{\frac{2\varepsilon(\psi_s-kT)}{q^2N}},\qquad
\lambda=\sqrt{\frac{2\varepsilon(\Delta-kT)}{q^2N}} .
\]

The subtracted \(kT\) is the effect of the electron tail. The contact value \(\psi_s\) does not enter \(\lambda\), so in uniform doping the layer of filled traps has the same thickness at both biases. The ratio

\[
\frac{\lambda}{W}=\sqrt{\frac{\Delta-kT}{\psi_s-kT}}
\]

contains no permittivity, and doping enters it only through the energies. Heavier doping shrinks both lengths and does not by itself remove the correction.

## How trap charge changes the capacitance

Multiply the full Poisson equation by \(x\) and integrate from the contact into the bulk. By parts, \(\int x\psi''dx=[x\psi'-\psi]=\psi_s\), so

\[
\frac{\varepsilon\psi_s}{q^2}=\int x(N-n)\,dx+N_tG,
\qquad G=\int x(1-f)\,dx .
\]

The factor \(x\) is a lever arm: a charge far from the contact contributes more to the potential difference than one close to it.

Now define \(W\) by \(\int(N-n)dx=NW\), which agrees with the earlier \(W\) when there are no traps. The empty traps lie where \(n\) is negligible, so they shift the electron tail without changing its shape. Moving the edge by \(dW\) adds \(N\,dW\) positive charges per unit area, with mean position \(W\) plus a fixed offset. The offset vanishes, because without traps the first moment is known from the previous part:

\[
\int x(N-n)dx=\frac{\varepsilon\psi_s}{q^2}
=\frac{NW^2}{2}+\frac{\varepsilon kT}{q^2}.
\]

With traps present, therefore,

\[
\frac{\varepsilon(\psi_s-kT)}{q^2}=\frac{NW^2}{2}+N_tG .
\]

The capacitance is probed too quickly for the traps to follow, so \(G\) is fixed during the probe. A small change of bias gives \(dQ=qN\,dW\) and \(dV=d\psi_s/q=qNW\,dW/\varepsilon\) per unit area, hence

\[
C=\frac{dQ}{dV}=\frac{\varepsilon}{W}.
\]

## The amplitude

Denote reverse bias by \(r\) and the filling pulse by \(p\). The pulse lasts long enough for steady filling, after which reverse bias returns. At first the traps keep their pulse occupation, with moment \(G_p\); at the end they have the moment \(G_r\). The contact energy is the same at both times, so

\[
\frac{NW_0^2}{2}+N_tG_p=\frac{NW_\infty^2}{2}+N_tG_r .
\]

Here \(W_0\) is the width just after the pulse and \(W_\infty\) the final width. Rearranging,

\[
W_0^2=W_\infty^2+\frac{2N_t}{N}(G_r-G_p).
\]

Since \(C\propto1/W\), expansion of the inverse square root gives

\[
\frac{\Delta C}{C}\equiv\frac{C(0^+)-C(\infty)}{C(\infty)}
=\frac{W_\infty}{W_0}-1
\simeq-\frac{N_t}{N}\frac{G_r-G_p}{W_r^2}.
\]

Replacing \(W_\infty\) by the trap-free width \(W_r\), here and inside \(G_r\), changes the result at second order in \(N_t/N\). The motion of the crossing during emission is of the same order.

For a sharp occupation edge, traps are empty from \(0\) to \(W-\lambda\), and \(G=\int_0^{W-\lambda}x\,dx=(W-\lambda)^2/2\). Thus, for \(\psi_p>\Delta\),

\[
\boxed{\frac{\Delta C}{C}=-\frac{N_t}{2N}
\frac{(W_r-\lambda)^2-(W_p-\lambda)^2}{W_r^2}} .
\]

The amplitude is negative: captured electrons reduce the positive charge, the layer widens to support the same voltage, and the capacitance starts below its final value.

Factoring the difference of squares,

\[
(W_r-\lambda)^2-(W_p-\lambda)^2
=(W_r-W_p)(W_r+W_p-2\lambda).
\]

The first factor is the length of the region that empties, and \(\lambda\) has cancelled from it. The second is twice that region's mean distance from the contact. The filled edge layer therefore moves the active region towards the contact without shortening it. Relative to the amplitude with \(\lambda=0\), the factor is

\[
F=1-\frac{2\lambda}{W_r+W_p}.
\]

## Numbers for a diode

The example uses rough values in the regime of a lightly doped silicon Schottky diode: \(N=10^{15}\) cm⁻³, \(N_t=10^{13}\) cm⁻³, relative permittivity 12, and an acceptor-like trap 0.45 eV below the conduction band. The temperature is 220 K, the contact barrier is 0.80 eV, and the bias is pulsed from 5 V reverse to 0 V.

The bulk Fermi level lies 0.1859 eV below the band, so

\[
\Delta=0.4500-0.1859=0.2641\ \text{eV}.
\]

The contact energies are \(\psi_p=0.8000-0.1859=0.6141\) eV and \(\psi_r=5.6141\) eV. With \(kT=0.01896\) eV the lengths are

\[
W_r=2.724,\quad W_p=0.888,\quad \lambda=0.570\ \mu\text{m}.
\]

The active region runs from 0.318 to 2.154 µm, instead of from 0.888 to 2.724 µm. The two amplitudes are

\[
\left(\frac{\Delta C}{C}\right)_{\lambda=0}
=-0.005\left[1-\left(\frac{0.888}{2.724}\right)^2\right]=-0.00447,
\]

\[
\frac{\Delta C}{C}
=-0.005\,\frac{2.154^2-0.318^2}{2.724^2}=-0.00306 .
\]

Their ratio is \(F=1-1.140/3.612=0.684\).

The numerical solution finds the steady pulse state, freezes its trap charge, restores reverse bias and computes the small-signal response. It gives \(-0.003042\). Read with the corrected formula, this yields \(N_t=9.95\times10^{12}\) cm⁻³, which is 0.5 % below the input.

The remaining difference can be traced to second order. Trap charge reduces the final width: solving \(W_\infty^2=W_r^2-2(N_t/N)G_r\) together with \(G_r=(W_\infty-\lambda)^2/2\) gives \(W_\infty=2.716\) µm. Using this width, the similarly shifted pulse width, the unexpanded square root and the small thermal term derived below gives \(-0.00304\), in agreement with the numerical value.

## Complete filling and other limits

If the pulse brings \(\psi_p\) several \(kT\) below \(\Delta\), traps fill right up to the contact, as long as hole capture is negligible there. Then \(G_p=0\) and

\[
\frac{\Delta C}{C}=-\frac{N_t}{2N}
\left(1-\frac{\lambda}{W_r}\right)^2 .
\]

The second square of the boxed formula must be dropped here. Kept for \(W_p<\lambda\), it would grow again and subtract traps that do not exist. The two forms join at \(W_p=\lambda\), but within a few \(kT\) of that point the occupation edge is cut off by the contact, and \(G_p\) should be integrated directly.

In the example \(\psi_p=\Delta\) is reached at \(0.6141-0.2641=0.35\) V forward bias, so complete filling needs a somewhat larger forward pulse. With the reverse bias unchanged, the amplitude would be \(-0.005(1-0.209)^2=-0.0031\). Taking all traps out to \(W_r\) as active would give \(-0.005\).

For a very small pulse, \(W_p\to W_r\) and \(F\to1-\lambda/W_r\), which is 0.79 at this reverse bias. The correction is weaker than for the large pulse because the active traps are far from the contact, where a shift by \(\lambda\) is a smaller fraction of the lever arm. If both widths greatly exceed \(\lambda\), then \(F\to1\).

## Thermal width of the edge

The occupation changes over a few \(kT\), not in a step. Integrating \(G\) by parts, and using the fact that \(\psi\) decreases with \(x\),

\[
G=\int\frac{x^2}{2}\,w(\psi)\,d\psi,\qquad
w=\frac{d(1-f)}{d\psi}=\frac{f(1-f)}{kT}.
\]

The weight \(w\) is a logistic distribution with mean \(\Delta\) and variance \(\pi^2(kT)^2/3\). Expanding \(x^2/2\) about \(\psi=\Delta\), the linear term averages to zero and the quadratic term leaves

\[
\delta G=\frac{\pi^2(kT)^2}{6}
\left.\frac{d^2}{d\psi^2}\frac{x^2}{2}\right|_{\psi=\Delta}.
\]

Write \(x=W-\ell\) with \(\ell\propto\sqrt a\) and \(a=\psi-kT\). Then \(\ell'=\ell/2a\) and \(\ell''=-\ell/4a^2\), so

\[
\frac{d^2}{d\psi^2}\frac{x^2}{2}
=(\ell')^2-(W-\ell)\ell''
=\frac{\ell^2+(W-\ell)\ell}{4a^2}=\frac{W\ell}{4a^2}.
\]

At the crossing \(\ell=\lambda\), and

\[
\delta G=\frac{\pi^2}{24}
\left(\frac{kT}{\Delta-kT}\right)^2W\lambda .
\]

For the example at reverse bias this is 0.0038 µm², or 0.16 % of \(G_r\); direct integration gives 0.17 %. The smallness comes from the square of \(kT/(\Delta-kT)=0.077\); the expansion fails when \(\Delta\) is only a few \(kT\).

The amplitude formulas were tested against the numerical solution for \(\Delta/kT=9\), 13.9 and 18, at \(N_t/N=0.001\) and the same reverse bias. Each depth was combined with the 0 V pulse and with a pulse leaving \(\psi_p=3kT\). The largest error relative to the numerical amplitude was 0.24 % for sharp edges and 0.07 % with the thermal term.

## Time dependence and pulse length

After the pulse, the deviation from the steady occupation decays at the local rate

\[
e+cn(x)=e\left[1+e^{(\Delta-\psi)/kT}\right].
\]

Deep in the depletion layer this is \(e\); at the crossing it is \(2e\). Traps at the edge therefore settle faster, and the transient is not a single exponential. At \(t=1/e\) the signal is 2.5 % below a pure exponential with the same initial amplitude in the dilute limit, where the potential is held fixed. At the example's \(N_t/N=0.01\) the depletion edge moves during emission, and the deficit is 2.8 %.

The same rates set the pulse length. During the pulse, traps at the new crossing also approach steady filling at the rate \(2e\). With \(e=17\) s⁻¹, the time constant there is 29 ms, so the occupation edge settles fully only in a pulse of several times that length. The amplitude is less demanding, as the following estimate shows.

For a short pulse with \(et_p\ll1\), emission during the pulse is negligible. Traps that start empty have the unfilled fraction

\[
g=e^{-cnt_p}=\exp\left(-A e^{-\psi/kT}\right),\qquad A=cNt_p .
\]

To find the mean energy of this edge, put \(y=Ae^{-\psi/kT}\), so that \(\psi/kT=\ln A-\ln y\). For \(A\gg1\),

\[
\frac{\bar\psi}{kT}=\int_0^\infty(\ln A-\ln y)e^{-y}dy
=\ln A+\gamma ,
\]

where \(\gamma=0.577\) is Euler's constant. In the pulse term, \(\Delta\) is replaced by \(\bar\psi\). The reverse-bias term keeps \(\Delta\), because traps beyond \(W_r-\lambda\) were filled before the pulse.

For \(t_p=1\) ms and \(cN=1.93\times10^7\) s⁻¹, \(\ln A+\gamma=10.4\). The edge distance in the pulse falls from 0.570 to 0.487 µm, and fewer traps near the contact are filled. Direct integration gives an amplitude 1.3 % below the long-pulse value. The loss is small because those traps are few and have short lever arms.

## Use with real diodes

The trap parameters of the example are round values, not those of an identified defect. In a real layer the doping may not be uniform. Suppose \(N\) is 10 % higher throughout the reverse-bias edge region, with \(W_r\), \(W_p\) and \(\Delta\) held fixed. The edge then responds with the local \(N\), which divides the amplitude by 1.10. The reverse value of \(\lambda\) shrinks by about 5 %, which raises the amplitude by about 2.5 %. The net change is a reduction of some 7 %, larger than the thermal and short-pulse effects above.

The peak field is 0.041 MV/cm, about 0.14 of a rough breakdown field of 0.3 MV/cm. Phonon-assisted tunnelling can also raise the emission rate near the contact. Simple estimates at that field range from about one per cent to nearly a doubling, depending on the tunnelling mass and on how barrier penetration is averaged over thermal energies. If the trap were donor-like, its Coulomb attraction would matter more: the Poole–Frenkel estimate lowers the barrier by 0.044 eV at the contact, a rate increase of about \(e^{0.0444/0.01896}\approx10\) for escape straight along the field, and of about 3 when averaged over escape directions. Such a spread of rates distorts the transient and any signal taken in a fixed time window. The total amplitude is unaffected provided that the whole transient is recorded and the edge occupations are unchanged.

Electron degeneracy is negligible, with \(N/N_c=5.5\times10^{-5}\), and about 0.1 % of the shallow donors are neutral. For equal electron and hole prefactors, the hole emission rate is \(2.6\times10^{-5}\) times the electron emission rate. A trap nearer the valence band could violate this last condition, and its steady occupation would then need both carrier types. Hole capture is a separate limit: with a barrier as high as 0.80 eV, the contact can supply enough holes to keep a thin layer of traps beside it empty even during a forward pulse. Because these traps have short lever arms, the amplitude in the example changes little. The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
INPUTS (rough, silicon-diode regime)
temperature: 220 K
relative permittivity: 12.0
net density N: 1.00e+15 cm^-3
trap density Nt: 1.00e+13 cm^-3
trap depth below band: 0.450 eV
contact barrier: 0.800 eV
reverse bias; pulse bias: 5.0 V; 0 V
density-of-states mass: 1.10 m_e
transport and tunnelling mass: 0.27 m_e
capture cross-section: 1.0e-15 cm^2
INTERMEDIATE VALUES
kT: 0.01896 eV
Nc: 1.818e+19 cm^-3
Ec-EF in bulk: 0.1859 eV
EF-Et in bulk: 0.2641 eV
contact energy rise, pulse: 0.6141 eV
contact energy rise, reverse: 5.6141 eV
Debye length: 0.1121 um
Wr: 2.7241 um
Wp: 0.8884 um
lambda: 0.5702 um
emptying region starts at: 0.3183 um
emptying region ends at: 2.1540 um
numerical reverse crossing: 2.1540 um
capacitance: 3.9003 nF/cm^2
AMPLITUDES AND INFERRED DENSITIES
uncorrected dC/C: -0.004468
corrected dC/C: -0.003058
simulated dC/C: -0.003042
edge factor: 0.6843
Nt inferred without correction: 6.808e+12 cm^-3
Nt inferred with correction: 9.949e+12 cm^-3
TEST ERRORS AT Nt/N = 0.001
largest error, sharp edge: 0.241 %
largest error, thermal edge: 0.068 %
thermal part of reverse moment: 0.169 %
RATES AND PULSE
emission rate: 17.19 s^-1
bulk capture rate: 1.925e+07 s^-1
signal at one emission time / exponential: 0.9752
short pulse: 1.0 ms
short-pulse edge distance: 0.4873 um
short-pulse / long-pulse amplitude: 0.9869
NEGLECTED EFFECTS
peak field: 0.0411 MV/cm
rough breakdown field: 0.3 MV/cm
peak / breakdown field: 0.137
tunnelling increase of peak-field rate: 2.95 %
Poole-Frenkel lowering if donor-like: 0.0444 eV
degeneracy measure N/Nc: 5.50e-05
neutral shallow donors (depth 0.045 eV): 0.118 %
hole/electron emission (gap 1.1 eV): 2.62e-05
```
